# Eshelby twist of a free circular wire with a central screw dislocation, part 2

A long, straight, circular nanowire of radius $R$ has a screw dislocation along its axis, the $z$ axis. Its side and ends carry no traction, and there are no body forces. The material is isotropic, uniform and linearly elastic, with shear modulus $\mu$. In a cross-section, $x=r\cos\theta$ and $y=r\sin\theta$. The angle $\theta$ and all rotations are positive anticlockwise, seen from positive $z$. Shear strains are engineering strains, so that $\sigma_{xz}=\mu\gamma_{xz}$. Lengths are in nanometres and stresses in gigapascals, so torques are in nN nm.

Part 1 added two fields, neither of which has traction on any cylinder about the axis. The first is that of the dislocation in a straight wire, with Burgers displacement $b$:

$$
u_x=0,\qquad u_y=0,\qquad u_z=\frac{b\theta}{2\pi}.
$$

Its stress is $\sigma_{\theta z}=\mu b/(2\pi r)$ and its torque is $T_{\rm d}=\mu bR^2/2$.

The second is a uniform twist, in which the cross-sections rotate by $\alpha$ per unit length:

$$
u_x=-\alpha yz,\qquad u_y=\alpha xz,\qquad u_z=0 .
$$

Its strains are $\gamma_{xz}=-\alpha y$ and $\gamma_{yz}=\alpha x$, its stress is $\sigma_{\theta z}=\mu\alpha r$, and its torque is $C\alpha$, with the torsional stiffness $C=\pi\mu R^4/2$.

A piece of the wire between any cut and a free end is in equilibrium, so the total torque on the cut is zero. In the interior this gives

$$
\boxed{\alpha=-\frac{b}{\pi R^2}} .
$$

That the correction in the interior is a uniform twist, and not some other field with the same torque, has still to be shown.

The example has $b=0.5$ nm, $R=10$ nm and $\mu=50$ GPa. Its twist rate is $\alpha=-1.592\times10^{-3}$ rad/nm, and the largest strain due to the twist is $|\alpha|R=0.0159$.

### The complete problem with free ends

The sum of the two fields has no net torque, but it leaves the stress $(\mu b/2\pi)(1/r-2r/R^2)$ on the end faces. A free face has no stress at any radius. A further field is needed near each end, and it must be shown that this field does not alter the twist in the interior.

Let each thin ring of material turn by its own angle $\psi(r,z)$. The displacement is

$$
u_x=-y\psi,\qquad u_y=x\psi,\qquad u_z=\frac{b\theta}{2\pi}.
$$

The axial shear strain follows as in Part 1, with $\partial\psi/\partial z$ in place of $\alpha$. For the shear between neighbouring rings, differentiate within the section:

$$
\gamma_{xy}=-\psi-\frac{y^2}{r}\frac{\partial\psi}{\partial r}
+\psi+\frac{x^2}{r}\frac{\partial\psi}{\partial r}
=\frac{x^2-y^2}{r}\frac{\partial\psi}{\partial r}.
$$

At a point on the positive $x$ axis, $x=r$ and $y=0$, and the $x$ and $y$ directions are the radial and circumferential ones. There $\gamma_{r\theta}=r\,\partial\psi/\partial r$. The normal strains $\partial u_x/\partial x=-(xy/r)\,\partial\psi/\partial r$ and $\partial u_y/\partial y=(xy/r)\,\partial\psi/\partial r$ vanish at that point. Axial symmetry extends these results to every angle, so

$$
\sigma_{r\theta}=\mu r\frac{\partial\psi}{\partial r},
\qquad
\sigma_{\theta z}=\mu\left(r\frac{\partial\psi}{\partial z}
+\frac{b}{2\pi r}\right),
$$

and all other stresses are zero.

Since the stresses do not depend on $\theta$, the radial and axial forces balance. What remains is the moment on a ring of width $dr$ and height $dz$. A cylindrical face of height $dz$ transmits the moment $r\sigma_{r\theta}(2\pi r\,dz)$, and a flat face of width $dr$ transmits $r\sigma_{\theta z}(2\pi r\,dr)$. The differences between opposite faces must add to zero. After division by $2\pi\mu\,dr\,dz$,

$$
\frac{\partial}{\partial r}\left(r^3\frac{\partial\psi}{\partial r}\right)
+\frac{\partial}{\partial z}\left(r^3\frac{\partial\psi}{\partial z}
+\frac{br}{2\pi}\right)=0 .
$$

The term with $b$ does not depend on $z$ and drops out:

$$
\frac{\partial}{\partial r}\left(r^3\frac{\partial\psi}{\partial r}\right)
+r^3\frac{\partial^2\psi}{\partial z^2}=0 .
$$

The dislocation acts through the end condition. The side requires $\partial\psi/\partial r=0$ at $r=R$, and each free end requires

$$
\frac{\partial\psi}{\partial z}=-\frac{b}{2\pi r^2}.
$$

### Why the net torque fixes the interior twist

Integrate the equilibrium equation over $r$. The first term gives $r^3\partial\psi/\partial r$ at its two limits. It vanishes at the side by the side condition, and on the axis because of the factor $r^3$. Thus $\int_0^R r^3(\partial\psi/\partial z)\,dr$ does not depend on $z$. Its value follows from the end condition:

$$
\int_0^R r^3\frac{\partial\psi}{\partial z}\,dr
=-\frac{b}{2\pi}\int_0^R r\,dr=-\frac{bR^2}{4\pi}.
$$

Divide by $\int_0^R r^3dr=R^4/4$. The mean twist rate, weighted by $r^3$, is $-b/(\pi R^2)$ at every height, even within the end layers.

To see how the rate becomes uniform, seek solutions $\psi=f(r)e^{-kz}$, where $z$ is now the distance from one end. They satisfy

$$
f''+\frac3rf'+k^2f=0 .
$$

Put $f=w/r$. Then $f'=w'/r-w/r^2$ and $f''=w''/r-2w'/r^2+2w/r^3$. After multiplication by $r$ the equation becomes

$$
w''+\frac1rw'+\left(k^2-\frac1{r^2}\right)w=0 .
$$

This is Bessel's equation of order one. The solution that is regular on the axis is $w=J_1(kr)$. The identity $d[J_1(s)/s]/ds=-J_2(s)/s$ gives $f'=-kJ_2(kr)/r$, so the free side requires

$$
J_2(kR)=0 .
$$

No solution that oscillates along $z$ is lost. Multiply $-(r^3f')'=k^2r^3f$ by the complex conjugate of $f$ and integrate by parts with the side condition. The result is

$$
\int_0^R r^3|f'|^2dr=k^2\int_0^R r^3|f|^2dr,
$$

so $k^2$ is real and cannot be negative. If $k=0$, then $f$ is constant, and the equilibrium equation allows $\psi$ to be a constant plus a term linear in $z$. These are a rigid rotation and a uniform twist. The radial functions form a complete set, by the standard theorem for equations of this type. The theorem applies to functions whose square has a finite integral with the weight $r^3$. The end condition itself, which varies as $1/r^2$, just fails this test, because $\int dr/r$ diverges at the axis. On a section a small distance below the end face, however, $\psi$ is smooth and can be expanded. Every part except the rigid rotation and the uniform twist then decays away from the ends.

The first positive zero of $J_2$ is 5.136. The slowest part of the end layer thus decays over the length $R/5.136$, which is 1.95 nm in the example. This is the justification for eliminating only the net torque in Part 1.

The end condition also gives the twist rate at the rim of an end face. At $r=R$ it is $-b/(2\pi R^2)$, half the interior value. Nearer the axis the rate on the end face is larger in magnitude. It equals the interior value at $r=R/\sqrt2$ and exceeds it at smaller radii.

### A numerical solution of the finite wire

The size of the end effect at a given depth was computed for a wire 80 nm long. The finite-volume method was used with $\psi$ as the unknown and no assumption of uniform twist. The radius was divided into 50 rings of width 0.2 nm, and $\psi$ was placed at heights 0.2 nm apart. The moment balance of every ring element gives one linear equation. Differences of neighbouring values of $\psi$ replace its derivatives, and the integrals of $r$ and $r^3$ over each ring are evaluated in closed form. One value of $\psi$ is set to zero to remove the free rotation of the whole wire, and the sparse linear system is solved directly.

The twist rate of the outermost ring, at half the length of the wire, is $-1.592\times10^{-3}$ rad/nm, in agreement with the formula. The same ring, whose mean radius is 9.9 nm, has these rates near an end:

| Depth (nm) | Rate relative to the middle |
|---:|---:|
| 2.5 | 0.855 |
| 5.1 | 0.957 |
| 10.1 | 0.996 |

At a depth of about one radius the surface rate is thus within 0.4% of its interior value. The fall of the deviation between depths of about $1.5R$ and $2R$ gives $kR=5.124$, which is 0.2% below the Bessel value. The grid and the faster-decaying parts can both contribute to this difference, and their shares were not separated.

A linear extrapolation of the two outermost rates to the end face gives a ratio of 0.517. For a ring at 9.9 nm, the end condition predicts $R^2/(2r^2)=100/(2\times9.9^2)=0.510$. The numerical ratio is about 1.3% higher, relative to the prediction. It combines the error of the grid with that of the extrapolation.

### The energy argument and the core

The same twist follows from the elastic energy. This route also shows the effect of the core. Remove the material inside a small radius $r_0$, which leaves a tube with a free inner wall. The fields of Part 1 have no traction on any cylinder about the axis, so they remain valid in the tube. The energy density is $\sigma_{\theta z}^2/(2\mu)$, and the energy per unit length is

$$
W(\alpha)=\pi\mu\int_{r_0}^R
\left(\frac{b}{2\pi r}+\alpha r\right)^2r\,dr .
$$

Expanding the square gives three terms in the integrand: $b^2/(4\pi^2r)$, $b\alpha r/\pi$ and $\alpha^2r^3$. Integration yields

$$
W=\frac{\mu b^2}{4\pi}\ln\frac R{r_0}
+\frac{\mu b}{2}(R^2-r_0^2)\alpha
+\frac{\pi\mu}{4}(R^4-r_0^4)\alpha^2 .
$$

The derivative $dW/d\alpha$ is the torque of the tube. Free ends do no external work, so the equilibrium twist makes $W$ a minimum:

$$
\frac{\mu b}{2}(R^2-r_0^2)
+\frac{\pi\mu}{2}(R^4-r_0^4)\alpha=0 .
$$

With $R^4-r_0^4=(R^2-r_0^2)(R^2+r_0^2)$, this becomes

$$
\alpha_{\rm tube}=-\frac{b}{\pi(R^2+r_0^2)} .
$$

The minimum lies below the straight state by the square of the linear coefficient divided by four times the quadratic coefficient:

$$
\Delta W=\frac{[\mu b(R^2-r_0^2)/2]^2}{\pi\mu(R^4-r_0^4)}
=\frac{\mu b^2}{4\pi}\,
\frac{R^2-r_0^2}{R^2+r_0^2}.
$$

For a thin core this tends to $\mu b^2/(4\pi)$, which does not depend on the radius of the wire. The energy of the straight wire grows as the logarithm of $R/r_0$, so the fraction released by twisting falls slowly as the wire becomes thicker.

Take $r_0=0.5$ nm. The tube formula gives $-1.588\times10^{-3}$ rad/nm, and a numerical minimization of the energy integral gives the same value. The magnitude is 0.25% smaller than for $r_0=0$. The factor $\mu b^2/(4\pi)$ is 6.21 eV/nm, so the straight tube has the energy

$$
6.21\times\ln20\ {\rm eV/nm}=18.6\ {\rm eV/nm}.
$$

Twisting releases 6.18 eV/nm and leaves 12.4 eV/nm. About one third of the elastic energy outside the core is released in this case. The strain at this inner radius is $b/(2\pi r_0)=0.16$, which is not small, so the total energies are rough. The fraction also depends on the choice of $r_0$: for $r_0=1$ nm the same formulas give 14.3 eV/nm for the straight tube and a release of 6.09 eV/nm, or about 43%.

A real core is usually filled, and its stress is not given by linear elasticity. Suppose that its shear stress does not exceed $\tau$ in magnitude. Its torque is then at most

$$
2\pi\tau\int_0^{r_0}r^2dr=\frac{2\pi\tau r_0^3}{3}.
$$

If $\tau$ is comparable with the elastic stress $\mu b/(2\pi r_0)$ at the edge of the core, this is of order $\mu br_0^2/3$. Relative to $T_{\rm d}$, it is of order $(r_0/R)^2$. The core therefore has a weak effect on the twist of a thick wire, although it can matter for the total energy.

### Other end conditions

If the twist rate is held at a value $\alpha_{\rm h}$, the interior torque is

$$
T=T_{\rm d}+C\alpha_{\rm h}
=C\left(\alpha_{\rm h}+\frac{b}{\pi R^2}\right).
$$

A wire whose two end faces are held at every radius, so that they cannot turn relative to each other, has $\alpha_{\rm h}=0$ and carries the full torque $T_{\rm d}$, as long as the dislocation stays on the axis. If only part of each end is gripped, the end layers leave a small interior twist that falls in inverse proportion to the length of the wire. An ordinary periodic cell, whose top face is joined to its bottom face without rotation, imposes the same condition on the average. To describe a free wire, a cell of height $\ell$ must be joined to its image with the rotation $\alpha\ell$.

The twist also decides whether the dislocation stays in place. If it moves a small distance $\xi$ from the axis, the free side acts like a dislocation of opposite sign at the distance $R^2/\xi$ from the axis, and pulls it outward with a force per unit length of about $\mu b^2\xi/(2\pi R^2)$. In a free wire the twist stress $\mu\alpha\xi$ pushes it back with the force $\mu b^2\xi/(\pi R^2)$, which is twice as large, so the central position is stable against small displacements. The stability is only local. In this elastic model the energy of a free wire rises with $\xi$ up to about $0.54R$ and then falls, so a dislocation displaced beyond that distance is pulled to the surface. In a wire or periodic cell that cannot twist, the restoring force is absent. The dislocation can then leave the axis unless the lattice resists its motion.

A nanowire that stands on a substrate needs only its upper end to be free. A cut at any height separates a piece with a free end and a free side, so the torque on the cut is zero. The twist rate away from the substrate and from the tip is again $-b/(\pi R^2)$.

A mesa that is not tall compared with its radius is different. The torque still vanishes on each section above the substrate, but the disturbed layers at the top and the bottom may overlap. A uniform twist should not then be assumed, and the full elastic problem must be solved.

### Building and measuring a twisted wire

An atomistic model can be started from the continuum field. Let an atom of the perfect crystal be at $(x,y,z)$, with the axis placed so that no atom lies on it. The displacement $b$ must be a lattice translation along the axis, or the cut will leave a fault. First shift the atom along the axis,

$$
z'=z+\frac{b\theta}{2\pi},
$$

and then rotate it by the angle $\alpha z'$:

$$
\begin{aligned}
x'&=x\cos(\alpha z')-y\sin(\alpha z'),\\
y'&=x\sin(\alpha z')+y\cos(\alpha z').
\end{aligned}
$$

The rotation should use the shifted height $z'$. After the first step the crystal fits together across the cut, and a rotation that depends only on the new position keeps it so. If the old height $z$ were used, atoms that meet across the cut would be rotated by angles that differ by $\alpha b$. At the surface this gives a mismatch of $|\alpha|bR=0.0159\times0.5$ nm, or about 0.008 nm. It is of second order in $b$, but it forms a seam along the whole wire.

The finite rotation also stretches a surface row by the relative amount $\sqrt{1+\alpha^2R^2}-1\approx\alpha^2R^2/2$. Linear theory omits this change, so the length of the wire should be free to relax together with the atoms.

To measure the twist, take the atoms of a thin slice and find the rigid rotation that best fits their displacements $(u_x,u_y)$, in axes where these are small. Minimizing $\sum[(u_x+y\phi)^2+(u_y-x\phi)^2]$ with respect to $\phi$ gives

$$
\phi=\frac{\sum(xu_y-yu_x)}{\sum(x^2+y^2)} .
$$

For the field of this Part, $xu_y-yu_x=r^2\psi$. In the continuum limit the fit is therefore the mean of $\psi$ with the weight $r^2$ per unit area, which is $r^3$ per unit radius. This is the weighted mean whose slope was shown to be $-b/(\pi R^2)$ at every height. The rotation of surface atoms alone lacks this property, and its slope should be taken at least about one radius from each end.

### Where the result stops

The formula requires a central dislocation, a circular section and small strain. If the dislocation leaves the axis, its simple field no longer frees the side, and the torque must be found again. In a section that is not circular, the same field produces traction on the side, and torsion also warps the section. When $R$ approaches $b$ or the core size, neither the strain $b/(\pi R)$ nor the core correction is small, and an atomistic calculation is needed.
